# Dopant transfer from a uniform substrate into a thick epitaxial layer: test program

```python
# Result under test: a uniformly doped substrate (x < 0, concentration Ns) under
# a thick undoped layer, grown before appreciable diffusion, gives on annealing
#     N(x) = (Ns/2) erfc(x/lam),  lam = 2 sqrt(tau),  tau = integral of D dt.
# x: distance from the interface into the layer; D: dopant diffusivity;
# L: layer thickness; v: growth speed; h: surface loss speed (loss = h N).
# Also tested: image terms for finite L, loss during growth, loss in a bake.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import erf, erfc


def evolve(start, width, diffusivity, duration, surface_speed=0.0):
    """Finite-volume diffusion; sealed left end, lossy right end."""
    def rate(time, conc):
        flux = np.zeros(conc.size + 1)
        face = (conc[1:] + conc[:-1]) / 2
        flux[1:-1] = -diffusivity(face, time) * np.diff(conc) / width
        if surface_speed > 0:
            resistance = 1 / surface_speed + width / (2 * diffusivity(conc[-1], time))
            flux[-1] = conc[-1] / resistance
        return -np.diff(flux) / width
    run = solve_ivp(rate, (0, duration), start, method="LSODA", lband=1, uband=1,
                    rtol=1e-8, atol=1e-11, t_eval=[duration])
    assert run.success
    return run.y[:, -1]


def cell_centres(left, right, width):
    count = int(round((right - left) / width))
    return left + (np.arange(count) + 0.5) * width


# --- Law, images and bounds, with a diffusivity that changes in time ---
width = 0.01


def ramped(conc, time):
    return 0.5 + time


tau_test = quad(lambda t: ramped(0, t), 0, 1)[0]
lam_test = 2 * np.sqrt(tau_test)

x = cell_centres(-12, 10, width)
thick = evolve((x < 0).astype(float), width, ramped, 1.0)
error_thick = np.max(np.abs(thick - erfc(x / lam_test) / 2))
assert error_thick < 1e-4

L_test = 3.0
x = cell_centres(-12, L_test, width)
step = (x < 0).astype(float)
ideal = erfc(x / lam_test) / 2
image = erfc((2 * L_test - x) / lam_test) / 2
sealed = evolve(step, width, ramped, 1.0)
sink = evolve(step, width, ramped, 1.0, np.inf)
lossy = evolve(step, width, ramped, 1.0, 1.0)
error_sealed = np.max(np.abs(sealed - ideal - image))
error_sink = np.max(np.abs(sink - ideal + image))
assert error_sealed < 1e-4 and error_sink < 1e-4
# slack covers the discretization error only
assert np.all(lossy <= sealed + 1e-5) and np.all(lossy >= sink - 1e-5)
assert np.all(np.abs(lossy - ideal) <= image + 1e-4)

# --- Growth stage, in units D = v = Ns = 1, depth counted from the surface ---
grow_time = 25.0
grow_width = 0.05
depth = cell_centres(0, 75, grow_width)
times = grow_time * np.linspace(0, 1, 1501) ** 3


def grow(loss):
    """Return final profile and history of the surface concentration."""
    surface_factor = 1 / (1 + (1 + loss) * grow_width / 2)

    def rate(time, conc):
        flux = np.empty(conc.size + 1)
        flux[1:-1] = (conc[1:] + conc[:-1]) / 2 - np.diff(conc) / grow_width
        flux[0] = -loss * conc[0] * surface_factor
        flux[-1] = conc[-1]
        return -np.diff(flux) / grow_width
    run = solve_ivp(rate, (0, grow_time), np.ones(depth.size), method="LSODA",
                    lband=1, uband=1, rtol=1e-8, atol=1e-11, t_eval=times)
    assert run.success
    return run.y[:, -1], run.y[0] * surface_factor


def deficit(position, end_time, surface, loss):
    """Ideal law minus true profile, from the surface history."""
    age = end_time - times[:-1]
    distance = position - times[:-1]
    kernel = np.exp(-distance**2 / (4 * age)) / np.sqrt(4 * np.pi * age)
    weight = surface[:-1] * (loss + distance / (2 * age))
    return trapezoid(weight * kernel, times[:-1])


exposures = {}
deficit_errors = {}
for loss in (0.0, 1.0):
    final, surface = grow(loss)
    exposures[loss] = trapezoid(surface, times)
    assert abs(exposures[loss] * (1 + loss) - 1) < 5e-3
    places = np.array([-5.0, 0.0, 5.0, 10.0])
    direct = erfc(places / (2 * np.sqrt(grow_time))) / 2
    direct = direct - np.interp(grow_time - places, depth, final)
    formula = np.array([deficit(p, grow_time, surface, loss) for p in places])
    deficit_errors[loss] = np.max(np.abs(direct - formula)) / np.max(np.abs(direct))
    assert deficit_errors[loss] < 0.02
# late-time limit at the interface, loss speed equal to growth speed
late = 400.0
late_ratio = deficit(0.0, late, surface, 1.0) * np.sqrt(4 * np.pi * late) / 0.5
assert abs(late_ratio - 1) < 0.01

# --- Bake of the bare substrate with a perfect sink at its surface ---
x = cell_centres(-12, 0, width)
bare = evolve(np.ones(x.size), width, lambda c, t: 1.0, 1.0, np.inf)
bake_dose_test = np.sum(1 - bare) * width
assert np.max(np.abs(bare - erf(-x / 2))) < 1e-4
assert abs(bake_dose_test - 2 / np.sqrt(np.pi)) < 1e-3

# --- Example: antimony in silicon, rough typical values (nm, s, K, cm^-3) ---
Ns, N_ref, n_i = 1e18, 1e16, 1e19
L, v = 5000.0, 20.0
T_grow, T_anneal = 1373.0, 1423.0
D_grow, D_anneal = 2.5, 6.0            # nm^2/s
t_anneal, t_bake = 7200.0, 60.0
activation = 4.0                       # eV
nm_in_cm = 1e-7
t_grow = L / v
tau = D_anneal * t_anneal
tau_grow = D_grow * t_grow
lam = 2 * np.sqrt(tau)


def profile(position, budget=tau):
    return Ns / 2 * erfc(position / (2 * np.sqrt(budget)))


def depth_at(function, level):
    return brentq(lambda p: function(p) / level - 1, 0, 3000)


x_ref = depth_at(profile, N_ref)
dose = quad(profile, 0, 12 * lam, points=[lam, 3 * lam])[0] * nm_in_cm
assert abs(dose / (Ns * np.sqrt(tau / np.pi) * nm_in_cm) - 1) < 1e-6
x_fixed_source = depth_at(lambda p: 2 * profile(p), N_ref)
L_min = depth_at(profile, 1e-3 * Ns)

shift_growth = depth_at(lambda p: profile(p, tau + tau_grow), N_ref) - x_ref

lam_bake = 2 * np.sqrt(D_grow * t_bake)
source = np.linspace(-8 * lam, 0, 40001)
baked_start = Ns * erf(-source / lam_bake)


def baked_profile(position):
    kernel = np.exp(-((position - source) / lam) ** 2) / (np.sqrt(np.pi) * lam)
    return trapezoid(baked_start * kernel, source)


shift_bake = depth_at(baked_profile, N_ref) - x_ref
dose_bake = 2 * Ns * np.sqrt(D_grow * t_bake / np.pi) * nm_in_cm
returned = dose_bake / (L * nm_in_cm)
shift_return = depth_at(lambda p: profile(p) + returned, N_ref) - x_ref

# extrinsic diffusion: lengths in sqrt(tau), concentrations in Ns
ratio = n_i / Ns


def extrinsic(conc, time):
    root = np.sqrt(conc**2 + 4 * ratio**2)
    return (conc + root) / (2 * ratio) * (1 + conc / root)


x = cell_centres(-10, 10, width)
nonlinear = evolve((x < 0).astype(float), width, extrinsic, 1.0)
window = (x > 0) & (x < 5)
x_nonlinear = np.interp(np.log(N_ref / Ns), np.log(nonlinear[window][::-1]),
                        x[window][::-1]) * np.sqrt(tau)
shift_extrinsic = x_nonlinear - x_ref

k_eV = constants.k / constants.e
factor_T = np.exp(activation / k_eV * (1 / T_anneal - 1 / (T_anneal + 10)))
shift_T = depth_at(lambda p: profile(p, tau * factor_T), N_ref) - x_ref

dose_growth_bound = Ns * D_grow / v * nm_in_cm
surface_bound = Ns / 2 * erfc(L / lam)

print("TESTS (dimensionless)")
print(f"thick layer: largest error of the law / Ns = {error_thick:.1e}")
print(f"finite layer, sealed surface: error / Ns = {error_sealed:.1e}")
print(f"finite layer, sink surface: error / Ns = {error_sink:.1e}")
print(f"growth, h=0: v^2 U(0)/(Ns D) = {exposures[0.0]:.4f}")
print(f"growth, h=v: v^2 U(0)/(Ns D) = {exposures[1.0]:.4f}")
print(f"deficit formula, relative error, h=0: {deficit_errors[0.0]:.1e}")
print(f"deficit formula, relative error, h=v: {deficit_errors[1.0]:.1e}")
print(f"late deficit / limit at v^2 t/D = {late:.0f}: {late_ratio:.4f}")
print(f"bake dose / (Ns sqrt(D t)) = {bake_dose_test:.4f}")
print("INPUTS (rough typical values)")
print(f"substrate Ns = {Ns:.1e} cm^-3, reference level = {N_ref:.1e} cm^-3")
print(f"n_i at anneal = {n_i:.1e} cm^-3")
print(f"layer L = {L:.0f} nm, growth speed v = {v:.0f} nm/s")
print(f"growth: {T_grow:.0f} K, D = {D_grow:.1f} nm^2/s, time = {t_grow:.0f} s")
print(f"anneal: {T_anneal:.0f} K, D = {D_anneal:.1f} nm^2/s, time = {t_anneal:.0f} s")
print(f"bake at growth temperature = {t_bake:.0f} s")
print(f"activation energy = {activation:.1f} eV")
print("RESULTS")
print(f"anneal budget tau = {tau:.0f} nm^2, lam = {lam:.1f} nm")
for position in (0, 200, 400, 600, 800):
    print(f"N at x = {position} nm: {profile(position):.3e} cm^-3")
print(f"transferred dose = {dose:.3e} cm^-2")
print(f"depth of reference level = {x_ref:.1f} nm = {x_ref / 1000:.3f} um")
print(f"same depth if interface were held at Ns = {x_fixed_source:.1f} nm")
print("NEGLECTED EFFECTS (shift of the reference depth)")
print(f"growth budget = {tau_grow:.0f} nm^2, ratio to tau = {tau_grow / tau:.4f}")
print(f"diffusion during growth: {shift_growth:+.1f} nm")
print(f"bake: lost dose = {dose_bake:.2e} cm^-2, shift {shift_bake:+.1f} nm")
print(f"bake dose / transferred dose = {dose_bake / dose:.3f}")
print(f"bake dose returned evenly to layer = {returned:.2e} cm^-3")
print(f"shift from returned dose: {shift_return:+.1f} nm")
print(f"extrinsic D / intrinsic D at N = Ns: {extrinsic(1.0, 0):.3f}")
print(f"extrinsic diffusion and field: {shift_extrinsic:+.1f} nm")
print(f"anneal 10 K hotter: D factor {factor_T:.3f}, shift {shift_T:+.1f} nm")
print(f"D/v in growth = {D_grow / v:.3f} nm")
print(f"bound on dose lost in growth = {dose_growth_bound:.2e} cm^-2")
print(f"L/lam = {L / lam:.2f}, finite-layer bound = {surface_bound:.1e} cm^-3")
print(f"thickness for finite-layer error below 0.001 Ns = {L_min:.0f} nm")
print("verified")
```

Running it gives:

```
TESTS (dimensionless)
thick layer: largest error of the law / Ns = 1.6e-06
finite layer, sealed surface: error / Ns = 1.6e-06
finite layer, sink surface: error / Ns = 1.7e-06
growth, h=0: v^2 U(0)/(Ns D) = 0.9998
growth, h=v: v^2 U(0)/(Ns D) = 0.5000
deficit formula, relative error, h=0: 2.4e-03
deficit formula, relative error, h=v: 4.4e-04
late deficit / limit at v^2 t/D = 400: 0.9959
bake dose / (Ns sqrt(D t)) = 1.1284
INPUTS (rough typical values)
substrate Ns = 1.0e+18 cm^-3, reference level = 1.0e+16 cm^-3
n_i at anneal = 1.0e+19 cm^-3
layer L = 5000 nm, growth speed v = 20 nm/s
growth: 1373 K, D = 2.5 nm^2/s, time = 250 s
anneal: 1423 K, D = 6.0 nm^2/s, time = 7200 s
bake at growth temperature = 60 s
activation energy = 4.0 eV
RESULTS
anneal budget tau = 43200 nm^2, lam = 415.7 nm
N at x = 0 nm: 5.000e+17 cm^-3
N at x = 200 nm: 2.481e+17 cm^-3
N at x = 400 nm: 8.678e+16 cm^-3
N at x = 600 nm: 2.061e+16 cm^-3
N at x = 800 nm: 3.248e+15 cm^-3
transferred dose = 1.173e+13 cm^-2
depth of reference level = 683.8 nm = 0.684 um
same depth if interface were held at Ns = 757.1 nm
NEGLECTED EFFECTS (shift of the reference depth)
growth budget = 625 nm^2, ratio to tau = 0.0145
diffusion during growth: +4.9 nm
bake: lost dose = 1.38e+12 cm^-2, shift -13.4 nm
bake dose / transferred dose = 0.118
bake dose returned evenly to layer = 2.76e+15 cm^-3
shift from returned dose: +35.0 nm
extrinsic D / intrinsic D at N = Ns: 1.104
extrinsic diffusion and field: +5.5 nm
anneal 10 K hotter: D factor 1.256, shift +82.4 nm
D/v in growth = 0.125 nm
bound on dose lost in growth = 1.25e+10 cm^-2
L/lam = 12.03, finite-layer bound = 3.4e-47 cm^-3
thickness for finite-layer error below 0.001 Ns = 908 nm
verified
```
